# Two Linear Quadrupoles: Slip Angle, Attraction and Preferred Geometry

**The situation**

Two linear molecules A and B carry no net charge and no dipole moment, and each has a centre of inversion. The vector $\mathbf R$ runs from the centre of A to the centre of B. Its length $R$ is large compared with the molecules, so the charge clouds do not overlap. The unit vectors $\mathbf u$ and $\mathbf v$ lie along the axes of A and B. The charges are rigid: neither molecule is polarized by the other.

The axial quadrupole moment of a molecule with its axis along $z$ is

$$\Theta=\sum_i q_i\,(z_i^2-x_i^2),$$

measured from its centre. For a continuous charge density the sum becomes an integral. Atomic units are used, so the Coulomb energy of two charges is $q_1q_2/r$.

**Part (a).** Show that the leading electrostatic energy is

$$U=\frac{\Theta_A\Theta_B}{4}\,(\mathbf u\cdot\nabla)^2(\mathbf v\cdot\nabla)^2\,\frac1R ,$$

where $\nabla$ acts on $\mathbf R$.

**Answer.** Let charge $q_i$ of A sit at $\mathbf r_i$ from the centre of A, and charge $q_j$ of B at $\mathbf s_j$ from the centre of B. Then

$$U=\sum_{i,j}\frac{q_iq_j}{|\mathbf R+\mathbf s_j-\mathbf r_i|}.$$

Expand first in $\mathbf s_j$. The sum over B turns any smooth function $f(\mathbf R)$ into

$$\sum_j q_j\left[1+\mathbf s_j\cdot\nabla+\tfrac12(\mathbf s_j\cdot\nabla)^2+\dots\right]f .$$

The first term vanishes because B is neutral, the second because it has no dipole. The third contains the second moments $M_{kl}=\sum_j q_j s_{j,k}s_{j,l}$. Symmetry about the axis $\mathbf v$ leaves two independent values, $M_\parallel$ along the axis and $M_\perp$ across it:

$$M_{kl}=M_\perp\delta_{kl}+(M_\parallel-M_\perp)v_kv_l .$$

The difference $M_\parallel-M_\perp$ is $\Theta_B$. The third term is therefore

$$\tfrac12\left[M_\perp\nabla^2+\Theta_B(\mathbf v\cdot\nabla)^2\right]f .$$

The expansion in $-\mathbf r_i$ has the same form with $\Theta_A$ and $\mathbf u$, since the minus sign is squared. Both operators act on $1/R$, for which $\nabla^2(1/R)=0$ when $R\neq0$. The isotropic parts drop out, and the two factors $\tfrac12$ give the stated $\tfrac14$.

Inversion symmetry removes the third moments. The first neglected terms are thus smaller by a factor of order (molecular size$/R)^2$.

**Part (b).** The axes are now parallel, $\mathbf u=\mathbf v$, and make an angle $\theta$ with $\mathbf R$. Call $\theta$ the slip angle: $90^\circ$ means side by side without slip, and $0^\circ$ means collinear. Express the energy through one Legendre polynomial.

**Answer.** Four derivatives along the same direction are needed. Consider $1/|\mathbf R+t\mathbf u|$ for small $t$, and expand it in two ways. Taylor's theorem gives

$$\frac1{|\mathbf R+t\mathbf u|}=\sum_n\frac{t^n}{n!}(\mathbf u\cdot\nabla)^n\frac1R .$$

The generating function of the Legendre polynomials gives

$$\frac1{\sqrt{R^2+2tR\cos\theta+t^2}}=\sum_n(-t)^n\frac{P_n(\cos\theta)}{R^{n+1}} .$$

Equal powers of $t$ must agree, so

$$(\mathbf u\cdot\nabla)^n\frac1R=(-1)^n\,n!\,\frac{P_n(\cos\theta)}{R^{n+1}} .$$

For $n=4$ the sign is positive and $4!=24$. With the factor $\tfrac14$ from part (a),

$$U=\frac{6\,\Theta_A\Theta_B}{R^5}\,P_4(\cos\theta),\qquad P_4(c)=\frac{35c^4-30c^2+3}{8}.$$

The sign has a direct reading. Molecule B has energy $\tfrac12\Theta_B(\mathbf v\cdot\nabla)^2\varphi_A$ in the potential $\varphi_A$ of A. It is attracted where the curvature of $\varphi_A$ along its own axis has the sign opposite to $\Theta_B$.

**Part (c).** For moments of equal sign, find the slip angles at which the energy is negative, and the best slip angle at fixed $R$. What changes if the signs differ?

**Answer.** Put $x=\cos^2\theta$. The zeros of $P_4$ satisfy $35x^2-30x+3=0$, with discriminant $900-420=480=(4\sqrt{30})^2$. Hence

$$x=\frac{30\pm4\sqrt{30}}{70}=\frac{15\pm2\sqrt{30}}{35}=0.74156\ \text{ or }\ 0.11559 ,$$

which corresponds to $\theta=30.56^\circ$ and $70.12^\circ$. The coefficient of $x^2$ is positive, so the quadratic is negative between its roots. The energy is negative for

$$30.6^\circ<\theta<70.1^\circ .$$

Since $P_4$ is even in $\cos\theta$, the mirror interval from $109.9^\circ$ to $149.4^\circ$ is attractive too.

The quadratic is lowest at $x=30/70=3/7$, where

$$P_4=\frac18\left(\frac{45}{7}-\frac{90}{7}+\frac{21}{7}\right)=-\frac37,\qquad U=-\frac{18}{7}\,\frac{\Theta_A\Theta_B}{R^5},$$

at $\theta=49.1^\circ$. If the moments have opposite signs, $U$ changes sign everywhere, and these intervals become the repulsive ones.

If slip is instead measured from the unslipped position, by the angle $90^\circ-\theta$, the same attractive range runs from $19.9^\circ$ to $59.4^\circ$. A quoted slip angle therefore needs its definition.

**Part (d).** Let the axes make angles $a$ and $b$ with $\mathbf R$, and let $\phi$ be the twist between the planes that they form with $\mathbf R$. Derive the energy for general orientation. For equal moments and equal $R$, rank these geometries: T-shaped, best slipped parallel, crossed (both axes perpendicular to $\mathbf R$ and to each other), unslipped parallel, and linear.

**Answer.** Write $p=\mathbf u\cdot\mathbf R$, $w=\mathbf v\cdot\mathbf R$ and $g=\mathbf u\cdot\mathbf v$. Two derivatives along $\mathbf u$ give

$$(\mathbf u\cdot\nabla)^2\frac1R=\frac{3p^2}{R^5}-\frac1{R^3}.$$

For the derivatives along $\mathbf v$, use $(\mathbf v\cdot\nabla)p=g$, $(\mathbf v\cdot\nabla)w=1$ and $(\mathbf v\cdot\nabla)R^n=nwR^{n-2}$. The first one gives

$$\frac{6pg}{R^5}-\frac{15p^2w}{R^7}+\frac{3w}{R^5}.$$

The second one gives

$$\frac{6g^2+3}{R^5}-\frac{60pgw+15p^2+15w^2}{R^7}+\frac{105p^2w^2}{R^9}.$$

The term $60pgw$ is the sum of two equal contributions, one from each of the first two terms. Now insert $p=R\cos a$ and $w=R\cos b$, and multiply by $\Theta_A\Theta_B/4$:

$$U=\frac{3\Theta_A\Theta_B}{4R^5}F,$$

$$F=1+2g^2-20g\cos a\cos b-5\cos^2a-5\cos^2b+35\cos^2a\cos^2b .$$

The terms with $g$ form part of a square, because

$$2g^2-20g\cos a\cos b=2(g-5\cos a\cos b)^2-50\cos^2a\cos^2b .$$

Since $g=\cos a\cos b+\sin a\sin b\cos\phi$, the bracket equals $-(4\cos a\cos b-\sin a\sin b\cos\phi)$. Therefore

$$F=1-5\cos^2a-5\cos^2b-15\cos^2a\cos^2b+2(4\cos a\cos b-\sin a\sin b\cos\phi)^2 .$$

For $a=b=\theta$ and $\phi=0$ the last bracket is $5\cos^2\theta-1$. Then $F=35\cos^4\theta-30\cos^2\theta+3=8P_4$, which recovers part (b). The geometries follow by insertion:

| Geometry | $F$ | $U$ in $\Theta^2/R^5$ |
|---|---|---|
| T-shaped | $1-5=-4$ | $-3$ |
| slipped parallel | $-24/7$ | $-18/7$ |
| crossed | $1$ | $+3/4$ |
| unslipped parallel | $1+2=3$ | $+9/4$ |
| linear | $1-10-15+32=8$ | $+6$ |

The table runs from the most attractive to the most repulsive. Direct Coulomb sums over short rods of three charges, extrapolated to zero length, agree with the general formula at 300 random orientations to within $5\times10^{-6}\,\Theta^2/R^5$; the numerical output gives the figure.

**Part (e).** Prove that, for equal moments at fixed $R$, no orientation lies below the T shape and none above the linear one.

**Answer.** Start with both axes in one plane with $\mathbf R$. It suffices to take $\phi=0$ and let $b$ have either sign, because $\phi=180^\circ$ is the same as reversing $b$. With $S=a+b$ and $D=a-b$,

$$\cos a\cos b=\tfrac12(\cos D+\cos S),\qquad \sin a\sin b=\tfrac12(\cos D-\cos S),$$

$$\cos^2a+\cos^2b=1+\cos S\cos D .$$

The bracket in $F$ becomes $\tfrac12(5\cos S+3\cos D)$, so that

$$F=-4-5\cos S\cos D-\tfrac{15}4(\cos S+\cos D)^2+\tfrac12(5\cos S+3\cos D)^2 .$$

Collecting terms gives

$$F=-4+\tfrac{35}4\cos^2S+\tfrac52\cos S\cos D+\tfrac34\cos^2D .$$

Completing the square uses up $\tfrac{5}{28}\cos^2D$ and leaves $\tfrac{21}{28}-\tfrac5{28}=\tfrac47$:

$$F=-4+\tfrac{35}4\left(\cos S+\tfrac17\cos D\right)^2+\tfrac47\cos^2D\ \ge\ -4 .$$

Equality requires $\cos D=\cos S=0$. Then one axis lies along $\mathbf R$ and the other is perpendicular to it, which is the T shape.

Now allow any twist. As a function of $\cos\phi$, $F$ is a constant plus a square, hence convex. Its minimum lies either at $\cos\phi=\pm1$, the planar case already treated, or where the squared bracket vanishes. With $x=\cos^2a$ and $y=\cos^2b$, the second case requires

$$16xy\le(1-x)(1-y),\qquad\text{that is,}\qquad 15xy\le1-x-y .$$

It follows that

$$F=1-5(x+y)-15xy\ \ge\ -4(x+y)\ \ge\ -4 ,$$

where the last step uses $x+y\le1-15xy\le1$. Equality requires $x+y=1$ and $xy=0$, again the T shape.

For the maximum, convexity in $\cos\phi$ sends us back to the planar case. There $F$ is a convex function of $\cos S$ and $\cos D$ on a square, so its largest value is at a corner. Corners with equal signs give $-4+\tfrac{35}4+\tfrac52+\tfrac34=8$, and those with opposite signs give $3$. The value $8$ means $\cos a\cos b=\pm1$, the linear geometry.

**Part (f).** At fixed $R$ the molecules may turn freely. Is the best slipped parallel arrangement stable?

**Answer.** Parallel axes have $D=0$ and $S=2\theta$. The best slip angle has $\cos S=2\cdot\tfrac37-1=-\tfrac17$, so the square in the planar formula vanishes. Keep it zero while $D$ grows, by turning the axes so that $\cos S=-\tfrac17\cos D$. Along this path

$$U=\frac{\Theta^2}{R^5}\left(-3+\tfrac37\cos^2D\right).$$

The energy falls steadily from $-18/7$ at $D=0$ to $-3$ at $D=90^\circ$. There $S=90^\circ$ as well, so $a=90^\circ$ and $b=0$: the pair has become T-shaped without crossing a barrier.

The slipped parallel pair is thus a saddle point. Its energy rises if both axes turn together, and falls if they turn against each other along this path. For equal moments, quadrupole forces at fixed $R$ do not hold this slipped pair parallel. If such a pair does stay parallel, something outside this model must hold it, for example short-range repulsion.

**Part (g).** Suppose the axes are held parallel at a fixed perpendicular spacing $h$, and one molecule slides along its axis. Find the best slip angle for equal moments, and explain why it differs from that of part (c).

**Answer.** Now $R=h/\sin\theta$ grows with the slip, and

$$U=\frac{6\Theta^2}{h^5}\sin^5\theta\,P_4(\cos\theta).$$

The factor $\sin^5\theta$ is positive, so the attractive interval is unchanged. The minimum moves, because more slip now also means more distance. With $x=\cos^2\theta$, differentiate $(1-x)^{5/2}(35x^2-30x+3)$:

$$(1-x)^{3/2}\left[-\tfrac52(35x^2-30x+3)+(1-x)(70x-30)\right]$$

$$=-\tfrac52(1-x)^{3/2}\,(63x^2-70x+15).$$

The roots of the last factor are

$$x=\frac{70\pm\sqrt{4900-3780}}{126}=\frac{35\pm2\sqrt{70}}{63}.$$

The derivative is negative below the smaller root, positive between the roots, and negative again above the larger one. The smaller root is therefore a minimum. Beyond the larger root the energy falls only towards zero, reached as $\theta\to0$ and $R\to\infty$, so the minimum is the lowest point overall. It lies at

$$\theta=57.4^\circ,\qquad U=-0.878\,\frac{\Theta^2}{h^5},$$

with a displacement $h\cot\theta=0.639\,h$ along the axes. Without slip, the energy at the same spacing is $+2.25\,\Theta^2/h^5$.

The force gives the same condition. By the derivative rule of part (b) with $n=5$, the force on B along $\mathbf u$ is

$$-\frac{\Theta^2}{4}(\mathbf u\cdot\nabla)^5\frac1R=\frac{30\,\Theta^2}{R^6}P_5(\cos\theta),$$

and $P_5(c)=c\,(63c^4-70c^2+15)/8$. It also vanishes at $c=0$, the unslipped position. That equilibrium is unstable, since the energy falls as $x$ increases from zero.

These numbers require $h$ to be large compared with the molecules. In a close stack $h$ can be comparable with the molecular length, and the point-quadrupole angle is then only a first guide.

**Part (h).** Apply the results to two carbon dioxide molecules with centres $12.0$ bohr apart. Take a C–O distance of $2.2$ bohr, a chosen round value. A restricted Hartree–Fock calculation in the aug-cc-pVDZ basis gives these second moments, in $e\,\text{bohr}^2$: nuclei along the axis $77.4400$, electrons along the axis $-92.3929$, electrons across the axis $-11.0563$. Find the energies, and judge how far the ranking can be trusted.

**Answer.** The nuclei lie on the axis and contribute nothing across it. Hence

$$\Theta=77.4400-92.3929-(-11.0563)=-3.8966\ e\,\text{bohr}^2 .$$

The far electrostatic potential of the same charge density gives the same value. The digits belong to this basis and are not converged: the larger aug-cc-pVTZ basis gives $\Theta=-3.82\ e\,\text{bohr}^2$, about 2% smaller in size, which lowers the size of all energies below by about 4%. The moment is negative, but both molecules have the same one, so the product is positive and the ranking of part (d) applies. The energy unit is

$$\frac{\Theta^2}{R^5}=\frac{(3.8966)^2}{(12.0)^5}=61.02\ \text{microhartree}.$$

Multiplying by the coefficients of part (d) gives the middle column below. The last column replaces each molecule by charges of $-0.4025\,e$ at the oxygen nuclei and twice the opposite charge at carbon. This model has the same $\Theta$ but a finite length.

| Geometry | Point quadrupoles (microhartree) | Three charges (microhartree) |
|---|---|---|
| T-shaped | $-183.1$ | $-186.7$ |
| slipped parallel | $-156.9$ | $-153.1$ |
| crossed | $45.8$ | $42.2$ |
| unslipped parallel | $137.3$ | $120.2$ |
| linear | $366.1$ | $437.7$ |

In the point model the two attractive energies are $-0.481$ kJ/mol for the T shape and $-0.412$ kJ/mol for the slipped pair.

The order survives in the three-charge model, but the linear energy rises by about 20% and the unslipped parallel one drops by about 12%, each relative to its point value. The next term of the expansion accounts for most of this. Let each rod have charges $q,-2q,q$ at spacing $d$, and let $\partial=\mathbf u\cdot\nabla$. Summing over one rod gives

$$q\left(d^2\partial^2+\tfrac1{12}d^4\partial^4+\dots\right).$$

For two parallel rods the product is $q^2(d^4\partial^4+\tfrac16d^6\partial^6+\dots)$. With $\Theta=2qd^2$ and $\partial^6(1/R)=720P_6/R^7$,

$$U=\frac{\Theta^2}{R^5}\left[6P_4+30\,\frac{d^2}{R^2}P_6+\dots\right].$$

Here $d^2/R^2=(2.2/12.0)^2=0.034$. In the linear geometry $P_4=P_6=1$, and the correction is $5\times0.034$, or $+17\%$. In the unslipped one $P_4=3/8$ and $P_6=-5/16$, which gives $-14\%$. Higher terms supply the remainder.

Three limits apply to the ranking.

First, it compares equal centre distances. The slipped energy is $0.412/0.481=0.857$ of the T-shaped one, and $0.857^{1/5}=0.97$. If the slipped pair can bring its centres more than about 3% closer than the T-shaped pair, the point-quadrupole energies change places.

Second, dispersion, induction and short-range repulsion are absent. They also depend on orientation, and they help to decide how closely the molecules approach.

Third, Hartree–Fock theory omits electron correlation, which reduces $|\Theta|$: second-order perturbation theory (MP2) in the same basis gives about $-3.20\ e\,\text{bohr}^2$, 18% smaller in size. In the point model all five energies are proportional to $\Theta^2$, so their order stays intact but their size is sensitive to the moment: if $|\Theta|$ were smaller by 20%, every energy would shrink by 36%. The three-charge column illustrates the effect of finite length; it does not represent the true higher multipoles of carbon dioxide. Its shifts of about 20% and 12% therefore belong to the three-charge model and are not estimates of the corrections for the real molecule. The model's hexadecapole moment $\sum_i q_ir_i^4P_4(z_i/r_i)$ is $-18.9\ e\,\text{bohr}^4$, against about $-1.1$ for the Hartree–Fock density. The full Coulomb energies of two such densities at this distance lie within 1.5% of the point values and keep the same order.

## Calculated quantities

```
largest error of general formula: 4.3e-06 Theta^2/R^5
largest error of P4 law: 5.0e-06 Theta^2/R^5
fitted inverse power of distance: 5.00000
theta = 0 deg: P4 = 1.0000, U = 6.0000 Theta^2/R^5
theta = 30 deg: P4 = 0.0234, U = 0.1406 Theta^2/R^5
theta = 45 deg: P4 = -0.4062, U = -2.4375 Theta^2/R^5
theta = 60 deg: P4 = -0.2891, U = -1.7344 Theta^2/R^5
theta = 90 deg: P4 = 0.3750, U = 2.2500 Theta^2/R^5
attraction begins at theta = 30.56 deg, cos^2 = 0.74156
attraction ends at theta = 70.12 deg, cos^2 = 0.11559
mirror interval: 109.88 to 149.44 deg
best slip angle at fixed R: 49.11 deg
lowest energy, all orientations: -3.0000 Theta^2/R^5
highest energy, all orientations: 6.0000 Theta^2/R^5
best slip angle at fixed spacing h: 57.42 deg
its energy: -0.8781 Theta^2/h^5
its displacement along the axes: 0.6390 h
CO2, RHF/aug-cc-pVDZ
C-O distance (chosen): 2.2 bohr
distance of centres R (chosen): 12.0 bohr
nuclear part of sum q z^2: 77.4400 e bohr^2
electronic part of sum q z^2: -92.3929 e bohr^2
electronic part of sum q x^2: -11.0563 e bohr^2
quadrupole moment Theta: -3.8966 e bohr^2
Theta from far potential: -3.8966 e bohr^2
energy unit Theta^2/R^5: 61.019 microhartree
model charge on each O: -0.4025 e
T-shaped: coefficient -3.0000 (Theta^2/R^5)
  point quadrupoles -183.06 microhartree
  three-charge model -186.66 microhartree
slipped parallel: coefficient -2.5714 (Theta^2/R^5)
  point quadrupoles -156.91 microhartree
  three-charge model -153.13 microhartree
crossed: coefficient 0.7500 (Theta^2/R^5)
  point quadrupoles 45.76 microhartree
  three-charge model 42.17 microhartree
side-by-side parallel: coefficient 2.2500 (Theta^2/R^5)
  point quadrupoles 137.29 microhartree
  three-charge model 120.18 microhartree
linear: coefficient 6.0000 (Theta^2/R^5)
  point quadrupoles 366.12 microhartree
  three-charge model 437.70 microhartree
T-shaped, point quadrupoles: -0.4806 kJ/mol
slipped parallel, point quadrupoles: -0.4120 kJ/mol
```
